\section*{Negative Electronic Compressibility of a Two-Dimensional Gas in Hartree-Fock Theory}

\section{The form fixed by dimensions}

Consider electrons of band mass $m$ in an ideally thin, uniform sheet at zero temperature. The surrounding medium has dielectric constant $\kappa$, so two electrons at distance $r$ repel with energy $C/r$, where $C=e^2/(4\pi\varepsilon_0\kappa)$. The areal density is $n$ and the chemical potential is $\mu$, measured from the classical electrostatic energy of an electron in the sheet. The inverse electronic compressibility is $n^2\,d\mu/dn$; its sign is that of $d\mu/dn$, the quantity derived here.

In Hartree-Fock theory the energy is the expectation value of the Hamiltonian in a single Slater determinant. Here the density is kept uniform and the determinant is built from plane waves, which do not depend on the strength of the interaction. The energy is therefore a kinetic part proportional to $\hbar^2/m$ plus an exchange part proportional to $C$. The dimensions are
\[
[d\mu/dn]=\text{energy}\times\text{length}^2,\quad
[\hbar^2/m]=\text{energy}\times\text{length}^2,\quad
[C]=\text{energy}\times\text{length}.
\]
The density supplies the one remaining length, $n^{-1/2}$, so that
\begin{equation}
\frac{d\mu}{dn}=\alpha\,\frac{\hbar^2}{m}-\beta\,C\,n^{-1/2}
\label{form}
\end{equation}
with pure numbers $\alpha$ and $\beta$. The kinetic term does not depend on density and the exchange term grows as the gas is diluted. If both numbers are positive, the sign changes at $n_c=(\beta/\alpha)^2/a^2$, where $a=\hbar^2/(mC)$ is the effective Bohr radius. Two derivations of $\alpha$ and $\beta$ follow.

Let there be $g$ flavours (spin times valley), equally filled. An unpolarised gas with one valley has $g=2$. Each flavour occupies a disc of radius $k_F$ in wavevector space, so
\begin{equation}
n=g\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{g k_F^2}{4\pi},\qquad k_F=\sqrt{\frac{4\pi n}{g}} .
\label{kf}
\end{equation}

\section{First derivation: the energy from the exchange hole}

The kinetic energy per area is
\begin{equation}
e_{\rm kin}=g\int_0^{k_F}\frac{k\,dk}{2\pi}\,\frac{\hbar^2k^2}{2m}
=\frac{g\hbar^2k_F^4}{16\pi m}=\frac{\pi\hbar^2n^2}{gm},
\end{equation}
where the last step uses $k_F^4=16\pi^2n^2/g^2$.

For the interaction we need the density of pairs at separation $r$. The one-particle density matrix of one flavour is the Fourier transform of the occupied disc. With $\mathbf r$ along the $x$ axis, the integral over $k_y$ gives the chord length $2\sqrt{k_F^2-k_x^2}$. Setting $k_x=k_Ft$,
\begin{equation}
\rho(r)=\frac{2k_F^2}{4\pi^2}\int_{-1}^{1}\!\sqrt{1-t^2}\,e^{ik_Frt}\,dt
=\frac ng\,h(k_Fr),\qquad
h(x)=\frac2\pi\int_{-1}^{1}\!\sqrt{1-t^2}\,e^{ixt}\,dt .
\end{equation}
The prefactor follows from $k_F^2=4\pi n/g$, and $h(0)=1$ because the half disc has area $\pi/2$.

In a determinant, electrons of different flavours are uncorrelated and contribute $(n/g)^2$ to the pair density. Two electrons of the same flavour contribute $(n/g)^2-\rho(r)^2$. The sum over all $g^2$ pairs of flavours is $n^2-g\rho^2$. The term $n^2$ gives the classical charging energy, which belongs to the electrostatics of the device and is excluded from $\mu$. The rest, with a factor $\tfrac12$ for counting each pair once, is the exchange energy per area:
\begin{equation}
e_x=-\frac g2\int d^2r\,\frac Cr\,\rho(r)^2
=-\frac{n^2}{2g}\,2\pi C\int_0^\infty\! dr\,h(k_Fr)^2
=-\frac{\pi Cn^2}{gk_F}\int_0^\infty\! h(x)^2dx .
\end{equation}
The function $h$ is the Fourier transform of $(2/\pi)\sqrt{1-t^2}$ on $|t|<1$, and it is even. Parseval's theorem gives
\begin{equation}
\int_0^\infty h^2dx=\frac12\,2\pi\,\frac4{\pi^2}\int_{-1}^{1}(1-t^2)\,dt
=\frac4\pi\cdot\frac43=\frac{16}{3\pi}.
\end{equation}
Hence $e_x=-16Cn^2/(3gk_F)$. Inserting $k_F$ from (\ref{kf}),
\begin{equation}
e_x=-\frac{8C}{3\sqrt{\pi g}}\,n^{3/2}.
\label{ex}
\end{equation}
Two derivatives of $e_{\rm kin}+e_x$ with respect to $n$ give
\begin{align}
\mu&=\frac{2\pi\hbar^2n}{gm}-\frac{4C}{\sqrt{\pi g}}\,n^{1/2},\label{mu}\\
\frac{d\mu}{dn}&=\frac{2\pi\hbar^2}{gm}-\frac{2C}{\sqrt{\pi gn}} .
\label{main}
\end{align}
This has the form (\ref{form}) with $\alpha=2\pi/g$ and $\beta=2/\sqrt{\pi g}$. With $\hbar^2/m=aC$ the zero lies at $\sqrt{n_c}=\sqrt g/(\pi^{3/2}a)$, that is,
\begin{equation}
n_c=\frac{g}{\pi^3a^2},\qquad
r_s(n_c)=\frac1{a\sqrt{\pi n_c}}=\frac{\pi}{\sqrt g},
\label{nc}
\end{equation}
and $d\mu/dn<0$ for $n<n_c$. More flavours raise $n_c$, because the kinetic term falls as $1/g$ and the exchange term as $1/\sqrt g$.

\section{Second derivation: the electron at the Fermi circle}

Now let the interaction have any isotropic Fourier transform $v(q)$ that does not itself change with $n$. For occupations $n_{\mathbf k}$ of one flavour, the energy per area without the charging term is
\begin{equation}
e=\int\!\frac{d^2k}{(2\pi)^2}\frac{\hbar^2k^2}{2m}n_{\mathbf k}
-\frac12\int\!\frac{d^2k}{(2\pi)^2}\!\int\!\frac{d^2k'}{(2\pi)^2}\,
n_{\mathbf k}n_{\mathbf k'}v(|\mathbf k-\mathbf k'|).
\end{equation}
An added electron changes both occupation factors in the double integral, which cancels the $\tfrac12$. Since new electrons enter at the rim of the disc, where their energy is the same all round, that energy is the chemical potential:
\begin{equation}
\mu=\frac{\hbar^2k_F^2}{2m}+\Sigma,\qquad
\Sigma=-\int_{k'<k_F}\frac{d^2k'}{(2\pi)^2}\,v(|\mathbf K-\mathbf k'|),\quad |\mathbf K|=k_F .
\end{equation}

Place the origin at $\mathbf K$ and write $\mathbf k'=\mathbf K-\mathbf q$, with $\theta$ the angle between $\mathbf q$ and $\mathbf K$. The condition $k'<k_F$ reads $q^2-2k_Fq\cos\theta<0$, or $0<q<2k_F\cos\theta$ with $|\theta|<\pi/2$. Therefore
\begin{equation}
\Sigma=-\frac1{4\pi^2}\int_{-\pi/2}^{\pi/2}\!d\theta\int_0^{2k_F\cos\theta}\!q\,v(q)\,dq .
\end{equation}
The Fermi wavenumber appears in the upper limit alone. Differentiating that limit yields the factor $2\cos\theta$ times the integrand at $q=2k_F\cos\theta$:
\begin{equation}
\frac{d\Sigma}{dk_F}=-\frac{k_F}{\pi^2}\int_{-\pi/2}^{\pi/2}\!\cos^2\theta\;v(2k_F\cos\theta)\,d\theta .
\end{equation}
From (\ref{kf}), $dk_F/dn=2\pi/(gk_F)$. The kinetic part of $\mu$ contributes $(\hbar^2k_F/m)\,2\pi/(gk_F)$, and the result is
\begin{equation}
\frac{d\mu}{dn}=\frac{2\pi\hbar^2}{gm}-\frac{\langle v\rangle}{g},\qquad
\langle v\rangle=\frac2\pi\int_{-\pi/2}^{\pi/2}\!\cos^2\theta\;v(2k_F\cos\theta)\,d\theta .
\label{general}
\end{equation}
The weight $(2/\pi)\cos^2\theta$ integrates to one, so $\langle v\rangle$ is a weighted average of $v(q)$ over $0<q<2k_F$, in which large transfers count most.

For the Coulomb interaction $v=2\pi C/q$. One power of $\cos\theta$ cancels, which removes the singularity at small $q$, and
\begin{equation}
\langle v\rangle=\frac2\pi\,\frac{2\pi C}{2k_F}\int_{-\pi/2}^{\pi/2}\!\cos\theta\,d\theta
=\frac{4C}{k_F}.
\end{equation}
Since $4C/(gk_F)=2C/\sqrt{\pi gn}$, equation (\ref{main}) is recovered.

\section{What each derivation assumes}

Both start from the same approximation: one determinant, a uniform density, circular and equally filled Fermi discs, a parabolic band, and exchange within a flavour. Their agreement checks the algebra; it says nothing about the accuracy of Hartree-Fock theory.

The first derivation needs the total energy as a function of density. It uses the $1/r$ law in order to reduce the exchange integral to one number, after which the power $n^{3/2}$ does the rest. It makes no statement about the energy of a single orbital. Its product, the exchange energy (\ref{ex}), is needed together with the kinetic energy to compare states of different polarisation.

The second derivation never evaluates the total energy. It assumes instead that added electrons enter at the rim of the disc and that $\mu$ is the orbital energy there. This holds without orbital relaxation because the orbitals remain plane waves. It also assumes that $v(q)$ stays fixed as $n$ varies; if $v(q)$ at transfers up to $2k_F$ changed with density, further terms would appear. In return it covers interactions with a length scale of their own, such as that near a gate.

Neither derivation includes correlation. Exchange is the first-order effect of the interaction, but for $g=2$ the sign change lies at $r_s=\pi/\sqrt2\approx2.2$, where the interaction is not weak. The value of $n_c$ is thus a mean-field value for the uniform gas and not a controlled estimate. Finite layer thickness, disorder and non-uniform states are also left out.

\section{When the spins are free to polarise}

The threshold (\ref{nc}) with $g=2$ presupposes equal spin populations. Within Hartree-Fock theory this constraint matters. For one valley and spins up or down along one axis, the energy is $f(n_\uparrow)+f(n_\downarrow)$, with
\begin{equation}
f(n)=An^2-Bn^{3/2},\qquad A=\frac{\pi\hbar^2}{m}=\pi aC,\qquad B=\frac{8C}{3\sqrt\pi}.
\end{equation}
Transferring a density $\delta$ from one spin to the other at fixed $n$ gives the curvature $f''(n_\uparrow)+f''(n_\downarrow)$. In the unpolarised state this is $2f''(n/2)$, while $d\mu/dn=\tfrac12f''(n/2)$. The two change sign together: where the unpolarised gas has negative $d\mu/dn$, it is also unstable to polarisation.

A partially polarised stationary state needs $f'(n_\uparrow)=f'(n_\downarrow)$. With $s_i=\sqrt{n_i}$ and $f'=2As^2-\tfrac32Bs$, the difference factorises, and for $s_1\ne s_2$
\begin{equation}
s_1+s_2=S,\qquad S=\frac{3B}{4A}.
\end{equation}
Since $f''=2A-3B/(4s)=A(2-S/s)$, the curvature there is
\begin{equation}
f''(n_\uparrow)+f''(n_\downarrow)=A\left(4-\frac{S^2}{s_1s_2}\right)<0,
\end{equation}
because $s_1s_2<S^2/4$ for unequal $s_1,s_2$. Such states are maxima, and the minimum lies at zero or full polarisation. These cross when $2f(n/2)=f(n)$, which reduces to $\tfrac12An^2=(1-1/\sqrt2)Bn^{3/2}$, or
\begin{equation}
\sqrt{n_B}=(2-\sqrt2)\frac BA=\frac{8(2-\sqrt2)}{3\pi^{3/2}a},\qquad
\frac{n_B}{n_c}=\frac{64}{9}(\sqrt2-1)^2\approx1.22 .
\end{equation}
Below $n_B$ the polarised state is lower. Among the uniform states compared here, the gas therefore polarises on dilution before it reaches $n_c$. Correlation, which is left out, favours the unpolarised state, because exchange does not keep electrons of opposite spin apart. Hartree-Fock theory also allows determinants with a periodic pattern of spin and charge, which can have lower energy at these densities and are not compared here. The density $n_B$ is thus a property of Hartree-Fock theory restricted to uniform states and should not be read as a prediction for a real layer.

The chemical potentials of the two states differ at the crossing by
\begin{equation}
f'(n_B)-f'(n_B/2)=An_B-\tfrac32B\sqrt{n_B}\left(1-\tfrac1{\sqrt2}\right)
=An_B-\tfrac34An_B=\tfrac14An_B .
\end{equation}
As $n$ rises through $n_B$, $\mu$ drops by a quarter of the unpolarised Fermi energy $An_B$. If the polarisation is free and the layer is held uniform, $d\mu/dn$ thus has a negative spike at $n_B$, is positive just below it, and becomes negative again below the $g=1$ threshold $1/(\pi^3a^2)$. The spike comes from a concave kink in the energy. Where a gate screens the charging energy, coexisting polarised and unpolarised regions can lie lower near the crossing and spread the drop over a narrow range of density.

\section{A metal gate}

A perfect metal gate at distance $d$, with the same dielectric on both sides of the sheet, adds an image charge of opposite sign at distance $2d$. The interaction becomes
\begin{equation}
v(r)=\frac Cr-\frac C{\sqrt{r^2+4d^2}},\qquad v(q)=\frac{2\pi C}{q}\left(1-e^{-2qd}\right).
\end{equation}
An electron's attraction to its own image shifts $\mu$ by a constant and drops out of $d\mu/dn$. Equation (\ref{general}) then multiplies the exchange term of (\ref{main}) by $F(k_Fd)$, where
\begin{equation}
F(x)=\int_0^{\pi/2}\!\cos\theta\left(1-e^{-4x\cos\theta}\right)d\theta .
\end{equation}
For a distant gate the exponential matters near $\theta=\pi/2$; with $\varphi=\pi/2-\theta$ it removes $\int_0^\infty\varphi\,e^{-4x\varphi}d\varphi$, so $F\approx1-1/(16x^2)$. For a close gate $F\approx4x\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi x$.

The sign of $d\mu/dn$ changes where $2\pi aC/g=4CF/(gk_F)$, or
\begin{equation}
\frac{\pi a k_F}{2}=F(k_Fd).
\end{equation}
The left side is a straight line through the origin. The right side starts at zero with slope $\pi d$, is concave because $F''=-16\int_0^{\pi/2}\cos^3\theta\,e^{-4x\cos\theta}d\theta<0$, and stays below one. A crossing at nonzero $k_F$ exists if and only if $d>a/2$. A closer gate suppresses exchange so strongly that $d\mu/dn$ is positive at every density in this model.

A capacitance measurement also contains the charging energy $v(0)=4\pi Cd=e^2d/(\varepsilon_0\kappa)$. Per unit area,
\begin{equation}
\frac{e^2}{C_{\rm tot}}=v(0)+\frac{d\mu}{dn}
\ \ge\ \frac{2\pi\hbar^2}{gm}+v(0)\left(1-\frac1g\right)>0 .
\end{equation}
The bound follows from $v(q)\le v(0)$ and the normalised weight in (\ref{general}). Negative $d\mu/dn$ raises the capacitance above its geometric value $C_{\rm geo}=e^2/v(0)$, but at fixed, equal flavour filling it does not make the gated sheet unstable to uniform charging.

\section{Numbers for a model channel}

Take $m=0.5$ electron masses, $\kappa=10$, $g=2$ and $d=5$ nm. All values are for zero temperature. At the two lower densities used below, $0.01$ and $0.03$ nm$^{-2}$, the Fermi energy $\pi\hbar^2n/m$ is only $4.8$ and $14.4$ meV, against a thermal energy of about $26$ meV at room temperature, and it is still only about $28$ meV at $n_c$ and $48$ meV at $0.10$ nm$^{-2}$. None of the values below describes a channel at room temperature: at $300$ K, Hartree-Fock theory with thermal occupations gives a positive $d\mu/dn$ for the gated unpolarised gas between $0.005$ and $0.10$ nm$^{-2}$, with about $+148$ instead of $+117$ meV\,nm$^2$ at $0.10$ nm$^{-2}$. The chosen parameters give $\hbar^2/m=152.4$ meV\,nm$^2$, $C=144.0$ meV\,nm and $a=152.4/144.0=1.058$ nm. The threshold without a gate is
\[
n_c=\frac{2}{\pi^3(1.058\ \text{nm})^2}=0.0576\ \text{nm}^{-2}=5.76\times10^{12}\ \text{cm}^{-2}.
\]
At this density $k_Fd=0.6015\times5=3.01$. Since the threshold $k_F$ is proportional to $F$, $n_c$ scales as $F^2$, and the distant-gate formula predicts a relative shift of about $-1/(8\times3.01^2)=-1.4\%$. The full condition gives $0.0568$ nm$^{-2}$, also a shift of $-1.4\%$. The effects left out of the model are much larger than this shift. Without a gate, adding a quantum Monte Carlo parametrisation of the correlation energy moves the zero to $r_s\approx2.03$ (about $0.069$ nm$^{-2}$) and changes $d\mu/dn$ at $0.01$ nm$^{-2}$ from $-670$ to about $-930$ meV\,nm$^2$. Spreading the electrons uniformly over a thickness of $1$ nm lowers the Hartree-Fock threshold to about $0.036$ nm$^{-2}$, and a thickness of $2$ nm lowers it to about $0.027$ nm$^{-2}$.

At $n=0.01$ nm$^{-2}$ the kinetic term is $\pi\times152.4=479$ meV\,nm$^2$ and the exchange term is $-144.0\sqrt{2/(0.01\pi)}=-1149$ meV\,nm$^2$, so $d\mu/dn=-670$ meV\,nm$^2$. The gate factor $F=0.9544$ changes this to $478.8-0.9544\times1148.9\approx-618$ meV\,nm$^2$. With $v(0)=9048$ meV\,nm$^2$ the capacitance ratio is $9048/(9048-618)=1.073$. For the unpolarised gas with the gate:

\begin{center}
\begin{tabular}{cccc}
$n$ (nm$^{-2}$) & $r_s$ & $d\mu/dn$ (meV\,nm$^2$) & $C_{\rm tot}/C_{\rm geo}$\\
0.01 & 5.33 & $-618$ & 1.073\\
0.03 & 3.08 & $-175$ & 1.020\\
0.10 & 1.69 & $+117$ & 0.987
\end{tabular}
\end{center}

Within Hartree-Fock theory restricted to uniform states, with free spins and no gate, polarisation sets in at $n_B=0.0703$ nm$^{-2}$ ($7.03\times10^{12}$ cm$^{-2}$), where $\mu$ drops by $33.6/4=8.4$ meV. The polarised threshold is $0.0288$ nm$^{-2}$. At $0.03$ nm$^{-2}$ the constraint therefore decides the sign: $d\mu/dn$ is $-185$ meV\,nm$^2$ for the unpolarised gas and $+19.5$ meV\,nm$^2$ for the polarised one.

At $0.01$ nm$^{-2}$ the two values, $-670$ and $-667$ meV\,nm$^2$, nearly coincide. Equating (\ref{main}) for $g=1$ and $g=2$ gives $\sqrt n=(2-\sqrt2)/(\pi^{3/2}a)=\tfrac38\sqrt{n_B}$, so the curves cross at $n=\tfrac9{64}n_B=0.0099$ nm$^{-2}$, close to the chosen density. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
band mass: 0.5 electron masses
dielectric constant: 10.0
gate distance d: 5.0 nm
hbar^2/m: 152.40 meV nm^2
Coulomb strength C: 144.00 meV nm
effective Bohr radius a: 1.0584 nm
half of a (least gate distance): 0.5292 nm
kinetic term of dmu/dn, g=2: 478.8 meV nm^2
kinetic term of dmu/dn, g=1: 957.6 meV nm^2
n_c, g=2: 0.05759 nm^-2 = 5.759e+12 cm^-2
r_s at n_c, g=2: 2.2214
kF at n_c: 0.6015 nm^-1
n_c, g=4: 0.11517 nm^-2
n_c, polarised g=1: 0.02879 nm^-2 = 2.879e+12 cm^-2
r_s at n_c, g=1: 3.1416
polarisation density n_B: 0.07026 nm^-2 = 7.026e+12 cm^-2
r_s at n_B: 2.0111
unpolarised Fermi energy at n_B: 33.639 meV
drop of mu at n_B: 8.410 meV
n_c with gate, g=2: 0.05676 nm^-2 = 5.676e+12 cm^-2
shift of n_c by gate: -1.43 percent
geometric term v(0): 9047.6 meV nm^2
n = 0.01 nm^-2: r_s = 5.331
  kF d = 1.253, gate factor F = 0.9544
  exchange term, no gate: -1148.9 meV nm^2
  dmu/dn, no gate: -670.1 meV nm^2
  dmu/dn, polarised, no gate: -667.3 meV nm^2
  dmu/dn, with gate: -617.8 meV nm^2
  total e^2/C_tot: 8429.8 meV nm^2
  capacitance / geometric capacitance: 1.0733
n = 0.03 nm^-2: r_s = 3.078
  kF d = 2.171, gate factor F = 0.9860
  exchange term, no gate: -663.3 meV nm^2
  dmu/dn, no gate: -184.6 meV nm^2
  dmu/dn, polarised, no gate: 19.5 meV nm^2
  dmu/dn, with gate: -175.3 meV nm^2
  total e^2/C_tot: 8872.3 meV nm^2
  capacitance / geometric capacitance: 1.0198
n = 0.10 nm^-2: r_s = 1.686
  kF d = 3.963, gate factor F = 0.9960
  exchange term, no gate: -363.3 meV nm^2
  dmu/dn, no gate: 115.5 meV nm^2
  dmu/dn, polarised, no gate: 443.7 meV nm^2
  dmu/dn, with gate: 116.9 meV nm^2
  total e^2/C_tot: 9164.5 meV nm^2
  capacitance / geometric capacitance: 0.9872
\end{verbatim}
